# Patch Number and Conductance Scatter in an Inhomogeneous Schottky Contact

## Question

A metal-semiconductor contact consists of $N$ patches of equal area $a$, conducting in parallel. Electrons cross each patch by thermionic emission over a barrier $\phi$, an energy. The barriers are independent Gaussian variables with mean $\phi_m$ and standard deviation $\sigma=0.08$ eV, and the temperature is $T=300$ K. The current density of a patch at forward voltage $V$ is

$$J=A^*T^2e^{-\phi/k_BT}\left(e^{qV/k_BT}-1\right),$$

where $A^*$ is the Richardson constant and $q>0$ the elementary charge. Many nominally identical contacts are made. Their relative scatter $\delta$ is the standard deviation of the zero-bias conductance $G$ over this ensemble, divided by the ensemble mean.

(a) Find the conductance of one patch and its relative variance.

(b) Find the $N$ that gives a prescribed $\delta$, and evaluate it for $\delta=0.10$. How sensitive is it to $\sigma$ and $T$?

(c) Which patches supply the variance, and how often does a contact contain one?

(d) Do most contacts at this $N$ deviate from the mean by about ten percent?

(e) For a platinum-silicide-like contact on n-type silicon, estimate how far five neglected effects change $N$.

## Answer to (a)

The zero-bias conductance is the area times the slope of $J$ at $V=0$. The derivative of the bracket there is $q/k_BT$, so

$$g=a\,\frac{qA^*T}{k_B}\,e^{-\phi/k_BT}.$$

Write $\phi=\phi_m+\sigma z$, with $z$ a standard normal variable, and define

$$s=\frac{\sigma}{k_BT},\qquad g=g_me^{-sz},$$

where $g_m$ is the conductance of a patch at the mean barrier. The $n$th moment is

$$\langle g^n\rangle=\frac{g_m^n}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-nsz-z^2/2}\,dz .$$

Completing the square gives

$$-nsz-\frac{z^2}{2}=-\frac{(z+ns)^2}{2}+\frac{n^2s^2}{2}.$$

The shifted Gaussian integrates to $\sqrt{2\pi}$, hence

$$\langle g^n\rangle=g_m^n\,e^{n^2s^2/2}.$$

The relative variance of one patch follows from $n=1$ and $n=2$:

$$\frac{\langle g^2\rangle-\langle g\rangle^2}{\langle g\rangle^2}=\frac{e^{2s^2}}{e^{s^2}}-1=e^{s^2}-1 .$$

The area, the Richardson constant and the mean barrier have cancelled. They set the size of the conductance but not its relative scatter.

## Answer to (b)

The total is $G=\sum_i g_i$. Its mean is $N\langle g\rangle$. Its variance is the sum of the patch variances plus all covariances between different patches; independence makes the covariances zero. Therefore

$$\delta^2=\frac{N\langle g\rangle^2(e^{s^2}-1)}{N^2\langle g\rangle^2}=\frac{e^{s^2}-1}{N},\qquad N=\frac{e^{s^2}-1}{\delta^2}.$$

At 300 K, $k_BT=0.025852$ eV, so $s=0.08/0.025852=3.0945$ and $s^2=9.5762$. Then $e^{s^2}-1=14416$, and

$$N=\frac{14416}{0.10^2}\approx1.44\times10^6 .$$

About **1.4 million patches** are required. Numerical integration of the moments over the barrier distribution gives the same number.

Independence is essential. Suppose the patches come in $M$ independent groups of $m$, with one common barrier in each group. A group then has conductance $mg$ and the same relative variance as one patch, so $\delta^2=(e^{s^2}-1)/M$. The contact needs 1.4 million groups, and $m$ times as many patches.

For $s\ll1$, $e^{s^2}-1\approx s^2$ and $N\approx s^2/\delta^2$. This is the result of linearizing the conductance in the barrier. Here it would give 958 patches, too few by a factor of about 1500, because the barrier spread is three thermal energies. For $s^2\gg1$ the exponential dominates and $N\approx e^{s^2}/\delta^2$.

The sensitivity follows by differentiating $\ln N$ at fixed $\delta$:

$$\frac{d\ln N}{d\ln\sigma}=s\,\frac{2se^{s^2}}{e^{s^2}-1}=\frac{2s^2}{1-e^{-s^2}}=19.15 .$$

An error of one percent in $\sigma$ thus changes $N$ by about 19 percent. Since $N$ depends on $\sigma/T$, the sensitivity to temperature is the same with opposite sign. For the larger change to 350 K, with $\sigma$ held fixed, the full formula gives 0.114 million patches.

## Answer to (c)

The integrand of $\langle g^2\rangle$ is the case $n=2$ above: a Gaussian in $z$, of unit width, centred at $z=-2s$. The corresponding barrier is

$$\phi_d=\phi_m-2s\sigma=\phi_m-\frac{2\sigma^2}{k_BT}.$$

It lies $2s=6.189$ standard deviations below the mean. Low patches are rare, but their squared conductance grows fast enough to outweigh their rarity down to this depth.

To count them, call a patch rare if $z<-c$, and choose $c$ so that a contact contains 0.01 such patches on average. With $\Phi$ the standard normal distribution function, the condition is $N\Phi(-c)=0.01$, which gives $c=5.675$. Their share of $\langle g^2\rangle$ is the part of the shifted Gaussian below $-c$:

$$\Phi(2s-c)=\Phi(6.189-5.675)=0.696 .$$

About one contact in a hundred contains such a patch, yet these patches supply some 70 percent of the second moment. The second moment is practically the variance here, since $\langle g\rangle^2$ is smaller than $\langle g^2\rangle$ by the factor $e^{-s^2}$.

If the rare patches are left out, the remaining first and second moments, in units of $\langle g\rangle$ and $\langle g\rangle^2$, are $\Phi(c-s)$ and $e^{s^2}\Phi(c-2s)$. The scatter relative to the unrestricted mean becomes

$$\delta_c=\sqrt{\frac{e^{s^2}\Phi(c-2s)-\Phi(c-s)^2}{N}}=5.5\ \text{percent}.$$

Among 20,000 sampled contacts, those without a rare patch had a scatter of 5.55 percent, in agreement. A measurement on a few dozen contacts will therefore probably miss the events that raise the ensemble value to ten percent.

## Answer to (d)

They do not. The central limit theorem applies as $N\to\infty$, but 1.4 million patches are still too few for a Gaussian total. The skewness shows this.

Let $y=g/\langle g\rangle$ and $w=e^{s^2}$. From (a), $\langle y^n\rangle=e^{(n^2-n)s^2/2}$, so the first three moments are $1$, $w$ and $w^3$. The third central moment is

$$\langle(y-1)^3\rangle=w^3-3w+3-1=(w-1)^2(w+2).$$

Dividing by the $3/2$ power of the variance $w-1$ gives the skewness of one patch, $(w+2)\sqrt{w-1}$. For independent patches, third central moments add, as variances do. The skewness of the sum is thus smaller by $N/N^{3/2}=N^{-1/2}$:

$$\gamma=\frac{(w+2)\sqrt{w-1}}{\sqrt N}=(w+2)\,\delta=1442 .$$

A Gaussian has $\gamma=0$.

A better measure of the usual spread is half the distance between the 15.9 and 84.1 percent quantiles. For a Gaussian this central half-width equals the standard deviation. It was found here by sampling 20,000 contacts. Patches more than 3.5 standard deviations below the mean barrier were drawn one by one; the sum of the others was replaced by a Gaussian with the correct mean and variance. The half-width is 5.0 percent of the ensemble mean, half the root-mean-square scatter. The median conductance is 0.987 of the mean.

If the requirement is instead a central half-width of ten percent, the same sampling gives about $1.9\times10^5$ patches. A direct test at that number, with every patch drawn in 309 contacts, gave a half-width of 8.7 percent. With so few contacts the half-width has a standard error of about 0.7 percentage points. The result is thus about two standard errors low, and this is only a coarse check. The smaller $N$ is best read as about two hundred thousand. The figure of 1.4 million belongs to the root-mean-square definition.

## Answer to (e)

**Parameters.** Take these rough typical values: $\phi_m=0.85$ eV, doping $N_d=10^{16}$ cm$^{-3}$, electron mobility 1200 cm$^2$/Vs and $A^*=110$ A/(cm$^2$ K$^2$). The permittivity is $\epsilon=11.7\,\epsilon_0$. The patches are squares of edge $L=1$ µm, so the contact area is 1.44 mm$^2$. The barrier that dominates the variance is

$$\phi_d=0.85-6.189\times0.08=0.355\ \text{eV}.$$

Such a patch has a resistance of 239 kΩ, or a conductance of 4.18 µS. The mean conductance of the whole contact is 3.48 µS, so one such patch more than doubles it.

Each effect below is first applied alone, with $\sigma$, $T$ and $\delta$ fixed. The required $N$ is then recomputed by integrating the modified patch conductance over the barrier distribution.

**Flat-band limit.** In the neutral semiconductor the conduction-band edge lies $\xi=k_BT\ln(N_c/N_d)=0.205$ eV above the Fermi level, where $N_c$ is the effective density of states. A patch with $\phi<\xi$ has no barrier left for electrons coming from the bulk, so $\phi$ is replaced by $\xi$. This gives $N=1.41$ million. The change is small because $\phi_d$ is still 0.15 eV above $\xi$.

**Image force.** At the mean barrier the band bending is $U=\phi_m-\xi=0.645$ eV. In the depletion layer the field falls linearly from $F$ to zero over the width $W=\epsilon F/(qN_d)$. The potential drop is $FW/2=U/q$, hence

$$F=\sqrt{\frac{2N_dU}{\epsilon}}=0.0447\ \text{MV/cm},\qquad W=289\ \text{nm}.$$

At distance $x$ from the metal, the image charge and the field lower the electron energy by $q^2/(16\pi\epsilon x)+qFx$. The top of the barrier is where this sum is smallest, at $x^2=q/(16\pi\epsilon F)$. The two terms are then equal, and the lowering is

$$\Delta\phi=2\sqrt{\frac{q^2}{16\pi\epsilon}\,qF}=q\sqrt{\frac{qF}{4\pi\epsilon}}=23.4\ \text{meV}.$$

A uniform lowering would cancel from relative scatter. But $\Delta\phi$ varies as $F^{1/2}$, or $U^{1/4}$, so high barriers are lowered more than low ones and the spread shrinks slightly. The strong dependence on $\sigma$ amplifies this: $N=0.99$ million, the largest single change of the five. Including the free carriers at the edge of the depletion layer, which reduce $U$ in the field by about $k_BT$, shifts this to 0.96 million.

**Spreading resistance.** Replace the patch by a disk of equal area, with radius $r=L/\sqrt\pi$, on a half-space of resistivity $\rho=1/(qN_d\mu)$, where $\mu$ is the mobility. A disk at one potential carries the current density $I/(2\pi r\sqrt{r^2-u^2})$ at radius $u$. A point current $dI$ entering a half-space produces the potential $\rho\,dI/(2\pi u)$ at distance $u$, so at the centre

$$V_0=\frac{\rho}{2\pi}\int_0^r\frac{I}{2\pi r\sqrt{r^2-u^2}}\,\frac{2\pi u\,du}{u}=\frac{\rho I}{2\pi r}\,\frac{\pi}{2}=\frac{\rho I}{4r}.$$

Numerical integration gives the same potential at half the radius. The series resistance is $R=\rho/(4r)=2.30$ kΩ, and $g$ becomes $g/(1+gR)$. At $\phi_d$, $gR$ is only $2.30/239\approx0.01$. One standard deviation lower it is $e^s\approx22$ times larger, about 0.2, and such patches still contribute to the variance. The result is $N=1.23$ million.

**Edge pinch-off.** A low patch is surrounded by higher barriers, which raise the band in front of its rim. Consider a straight edge at which the surface barrier steps up by $\Delta$. For the Laplace equation, the neighbouring half-plane contributes at each point in proportion to the angle it subtends. At height $x$ above a point a distance $d$ inside the patch, the energy therefore rises by

$$\frac{\Delta}{\pi}\arctan\frac{x}{d}\approx\frac{\Delta}{\pi d}\,x .$$

Where this slope exceeds the depletion slope $qF$, the barrier top lies above its surface value. The affected rim has width $d=\Delta/(\pi qF)$. For $\phi_d$, $\Delta=0.495$ eV and $d=35$ nm. Treating the rim as non-conducting leaves the area fraction $(1-2d/L)^2\approx0.86$. Two errors roughly offset each other here: the rim still conducts somewhat, but it is also wider than $d$, because the field at a wide low patch is weaker than the value $F$ at the mean barrier. The estimate is $N=1.24$ million. The offset is close at $\phi_d$ only. In a two-dimensional solution of Poisson's equation for a straight edge, the lost rim is wider than $d$ for lower barriers and narrower for higher ones, which moves $N$ to about 1.1 million.

**Tunnelling.** Electrons at energy $E$ above the bulk band edge can tunnel through the parabolic barrier $U(1-x/W)^2$. With $y=1-x/W$, the semiclassical exponent is

$$S(E)=\frac{2W}{\hbar}\int_{\sqrt{E/U}}^{1}\sqrt{2m(Uy^2-E)}\,dy .$$

The integrand vanishes at the lower limit, so differentiation acts on the integrand alone:

$$\frac{dS}{dE}=-\frac{1}{E_{00}}\,\mathrm{arcosh}\sqrt{\frac UE},\qquad E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N_d}{m\epsilon}},$$

where $W=\sqrt{2\epsilon U/(q^2N_d)}$ was used. The current is largest where $E/k_BT+S$ is least. With $E=U/\cosh^2\theta$, this occurs at $\theta=E_{00}/k_BT$. Integrating $dS/dE$ by parts from $E=U$, where $S=0$, gives

$$S=\frac{U\tanh\theta-E\theta}{E_{00}}.$$

At the minimum $E\theta/E_{00}=E/k_BT$ cancels the thermal term, and the total exponent is

$$\frac{U}{E_{00}}\tanh\frac{E_{00}}{k_BT}=\frac{U}{E_0},\qquad E_0=E_{00}\coth\frac{E_{00}}{k_BT}.$$

Thus $E_0$ replaces $k_BT$ in the dependence on band bending. For the light transverse mass, $0.19$ free-electron masses, $E_{00}=1.245$ meV and $E_0=25.872$ meV, against $k_BT=25.852$ meV. With this replacement alone the required number is 1.42 million. This is only a rough indication. At the mean barrier the optimum lies $U\tanh^2\theta\approx1.5$ meV below the barrier top, and $S\approx0.04$ there. This is far less than one, so the semiclassical exponent is not reliable. The omitted prefactor also depends on the band bending and matters more than the exponent: integrating the semiclassical current over energy, which includes it, gives about 1.1 million, with the same reservation about reliability.

**All five together**, in these approximations and with tunnelling entering only through $E_0$, give $N=0.76$ million, 47 percent below the ideal value. Equivalently, 1.44 million such patches would have a scatter of about $10\sqrt{0.758/1.442}\approx7$ percent. For this example, the ideal formula thus overestimates $N$ by roughly a factor of two. With the energy-integrated tunnelling current in place of $E_0$, the total is about 0.6 million and the factor about 2.4. The factor is not general: with a mean barrier of 0.75 eV and all other parameters unchanged, the same approximations give about 3.6. With the energy-integrated tunnelling current it is about 4.6. Drift and diffusion of electrons through the depletion layer are not included. Applied alone at constant mobility, they would give roughly 1.3 million, a larger change than the flat-band limit.

**Comparison with real contacts.** An area of about 1 mm$^2$ suits a power diode. A barrier near 0.85 eV is a rough typical value for platinum silicide on n-type silicon, but here it was used for the mean $\phi_m$. The size of the current at a single temperature instead gives the barrier that belongs to the mean conductance. By (a), $\langle g\rangle=g_me^{s^2/2}$, so this apparent barrier is $\phi_m-\sigma^2/(2k_BT)=0.73$ eV. The example is therefore a model contact, not a description of a measured one. The spread of 0.08 eV is an assumption, not a measured value. The Gaussian tail is an assumption too. The variance comes from barriers about six standard deviations below the mean, where a real distribution need not be Gaussian. If no barrier lay more than five standard deviations below the mean, the first and second moments would keep only the fractions $\Phi(5-s)=0.972$ and $\Phi(5-2s)=0.117$, and $N$ would fall to about 0.18 million. The patch size is also open to doubt: silicide grains can be much smaller than 1 µm. If the barrier varies over tens of nanometres, the patches are narrower than the 289 nm depletion layer, and their neighbours pinch off the low ones. In a square patch all four sides act together. The opposing slope at the centre is $4\sqrt2\,\Delta/(\pi L)$, which for the barrier $\phi_d$ reaches $qF$ already at an edge of about 200 nm. Below that size even the centre is pinched off. The patches then no longer act as separate conductors, and the effective spread is smaller than the surface spread. If it were halved to 0.04 eV, $s^2$ would fall to 2.39 and the same formula would require only about 1000 independent regions. The figure of 1.4 million therefore holds only for an effective spread of 0.08 eV and a Gaussian tail that reaches to about eight standard deviations below the mean. For design, $N$ must be computed from the effective barrier distribution of the contact in question, including its low tail. The size of the independent regions then gives the area. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
temperature: 300 K
barrier spread sigma: 0.08 eV
target relative rms scatter: 10 percent
thermal energy kB*T: 0.025852 eV
s = sigma/(kB*T): 3.0945
s^2: 9.5762
relative variance of one patch: 14416
required patches: 1441605 = 1.442 million
same from quadrature: 1.442 million
linearized (wrong) estimate: 958 patches
sensitivity dlnN/dln(sigma): 19.15
mild test, sigma 0.02 eV, 100 patches, formula: 0.0905
mild test, sampled scatter: 0.0907
skewness of total conductance: 1442
rare-patch cut below mean: 5.675 sigma
expected rare patches per device: 0.0100
their share of second moment: 69.6 percent
rms without them, formula: 5.51 percent
rms without them, sampled: 5.55 percent
central 68% half-width at required N: 4.99 percent
median/mean conductance at required N: 0.9867
patches for 10% central half-width: about 1.9e+05
direct half-width at that number: 8.7 percent
devices in direct check: 309
mean barrier: 0.85 eV
doping: 1.0e+16 cm^-3
mobility: 1200 cm2/Vs
Richardson constant: 110 A/(cm2 K2)
patch edge: 1.0 um
contact area: 1.442 mm2
mean contact conductance: 3.484 uS
variance-dominating barrier: 0.3549 eV
its depth below mean: 6.189 sigma
its patch resistance: 239.0 kohm
patch spreading resistance: 2.30 kohm
bulk Fermi depth: 0.2053 eV
depletion width at mean barrier: 289 nm
surface field at mean barrier: 0.0447 MV/cm
image lowering at mean: 23.4 meV
pinched rim of dominating patch: 35.3 nm
tunnelling energy E00: 1.245 meV
thermionic-field energy E0: 25.872 meV
required N with flat-band limit: 1.409 million
required N with spreading resistance: 1.233 million
required N with image force: 0.992 million
required N with edge pinch-off: 1.243 million
required N with tunnelling: 1.420 million
required N with all five effects: 0.758 million
required N at 350 K, ideal patches: 0.114 million
```
